# Symmetry amplitudes and circular dichroism in helium double photoionization: verification in Python

```python
# Double photoionization of helium: test of
#   M = <final(k1,k2)| r1 + r2 |ground> = a_g (n1 + n2) + a_u (n1 - n2),
# a_g even and a_u odd under exchange of the electron energies, and of
#   |M_plus|^2 - |M_minus|^2 = 4 Im(conj(a_g) a_u) z.(n1 x n2)
# for circular light travelling along z (polarization (x +- i y)/sqrt(2)).
# n1, n2: unit vectors of the electron momenta k1, k2.
# Ground state: configuration interaction on a radial grid.
# Final state: symmetrized product of Coulomb waves, no electron repulsion.
# Internal lengths are in bohr and energies in hartree; output is converted.
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import Legendre, leggauss
from numpy.polynomial import chebyshev as cheb
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import loggamma, eval_legendre
from scipy import constants as sc
from pyscf import gto, scf, fci

bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
ev = hartree / sc.e


def radial_grid(n, rmax):
    """Lobatto grid functions vanishing at 0 and rmax; returns r, sqrt(w), -d2/dr2."""
    order = n + 1
    poly = Legendre.basis(order)
    x = np.concatenate(([-1.0], np.sort(poly.deriv().roots().real), [1.0]))
    p = poly(x)
    w = 2 / (order * (order + 1) * p**2) * rmax / 2
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    d = p[:, None] / p[None, :] / gap
    np.fill_diagonal(d, 0.0)
    d[0, 0] = -order * (order + 1) / 4
    d[-1, -1] = order * (order + 1) / 4
    d = d / (rmax / 2)
    sw = np.sqrt(w[1:-1])
    lap = (d.T @ (w[:, None] * d))[1:-1, 1:-1] / np.outer(sw, sw)
    return (x[1:-1] + 1) * rmax / 2, sw, lap


def helium_ground(n, rmax, lmax):
    """Coefficients c[l,i,j] of sqrt(2l+1)/(4 pi) P_l(cos) / (r1 r2)."""
    r, sw, lap = radial_grid(n, rmax)
    one = [lap / 2 + np.diag(l * (l + 1) / (2 * r**2) - 2 / r)
           for l in range(lmax + 1)]
    x, wx = leggauss(2 * lmax + 4)
    repulsion = np.zeros((lmax + 1, lmax + 1, n, n))
    for k in range(2 * lmax + 1):
        green = np.linalg.inv(lap + np.diag(k * (k + 1) / r**2))
        multipole = ((2 * k + 1) * green / np.outer(r * sw, r * sw)
                     + np.outer(r**k, r**k) / rmax**(2 * k + 1))
        for a in range(lmax + 1):
            for b in range(lmax + 1):
                ang = np.sum(wx * eval_legendre(a, x) * eval_legendre(k, x)
                             * eval_legendre(b, x))
                ang *= np.sqrt((2 * a + 1) * (2 * b + 1)) / 2
                repulsion[a, b] += ang * multipole
    one = np.array(one)

    def apply(v):
        c = v.reshape(lmax + 1, n, n)
        out = one @ c + c @ one
        out = out + np.einsum("abij,bij->aij", repulsion, c)
        return out.ravel()

    start = np.zeros((lmax + 1, n, n))
    orbital = sw * r * np.exp(-1.7 * r)
    start[0] = np.outer(orbital, orbital)
    size = start.size
    op = LinearOperator((size, size), matvec=apply, dtype=float)
    e, v = eigsh(op, k=1, which="SA", v0=start.ravel(), ncv=60, tol=1e-11)
    return dict(r=r, sw=sw, lap=lap, c=v[:, 0].reshape(start.shape),
                energy=e[0], lmax=lmax)


def coulomb_f(l, k, charge, r):
    return np.array([float(mp.re(mp.coulombf(l, -charge / k, k * s))) for s in r])


def coulomb_phase(l, k, charge=2.0):
    return loggamma(l + 1 - 1j * charge / k).imag


def radial_waves(k, state):
    return np.array([coulomb_f(l, k, 2.0, state["r"]) * state["sw"]
                     for l in range(state["lmax"] + 2)])


def partial_amplitudes(k1, k2, state, f1, f2):
    """Coefficients c(l+1,l) and c(l,l+1), the first index for electron k1."""
    r, c, top = state["r"], state["c"], state["lmax"]

    def coefficient(l1, l2):
        kernel = np.zeros_like(c[0])
        if l2 <= top:
            kernel = kernel + r[:, None] * c[l2] / np.sqrt(2 * l2 + 1)
        if l1 <= top:
            kernel = kernel + r[None, :] * c[l1] / np.sqrt(2 * l1 + 1)
        phase = (-1j)**(l1 + l2) * np.exp(
            1j * (coulomb_phase(l1, k1) + coulomb_phase(l2, k2)))
        norm = np.sqrt(2) * 4 * np.pi / ((2 * np.pi)**3 * k1 * k2)
        return norm * phase * (f1[l1] @ kernel @ f2[l2])

    up = np.array([coefficient(l + 1, l) for l in range(top + 1)])
    down = np.array([coefficient(l, l + 1) for l in range(top + 1)])
    return up, down


def even_odd(parts, x):
    """a_g and a_u at x = cosine of the mutual angle."""
    up, down = parts
    dp = [Legendre.basis(l).deriv()(x) for l in range(len(up) + 1)]
    ag = sum((up[l] + down[l]) * (dp[l + 1] - dp[l]) for l in range(len(up))) / 2
    au = sum((up[l] - down[l]) * (dp[l + 1] + dp[l]) for l in range(len(up))) / 2
    return ag, au


def circular(m):
    """Squared amplitudes for the two circular polarizations, light along z."""
    return abs(m[0] + 1j * m[1])**2 / 2, abs(m[0] - 1j * m[1])**2 / 2


def asymmetry(m):
    plus, minus = circular(m)
    return (plus - minus) / (plus + minus)


# ---------- ground state and an independent Gaussian-basis calculation
he = helium_ground(30, 14.0, 4)
mol = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
mf = scf.RHF(mol).run()
e_fci = fci.FCI(mf).kernel()[0]
assert abs(he["energy"] - e_fci) < 3e-3

# ---------- six-dimensional quadrature with closed-form Coulomb waves
ct, wct = leggauss(20)
nphi = 40
phi = 2 * np.pi * np.arange(nphi) / nphi
cth, ph = [a.ravel() for a in np.meshgrid(ct, phi, indexing="ij")]
sth = np.sqrt(1 - cth**2)
dirs = np.stack([sth * np.cos(ph), sth * np.sin(ph), cth], axis=1)
wdir = np.repeat(wct, nphi) * 2 * np.pi / nphi
cosine = dirs @ dirs.T
legendre_kernel = [eval_legendre(l, cosine) for l in range(he["lmax"] + 1)]
confluent_cache = {}


def conjugate_wave(k, n, charge=2.0):
    """Complex conjugate of the incoming-boundary Coulomb wave on the 3D grid."""
    eta = -charge / k
    r = he["r"]
    half = k * r[-1] * 1.001
    if (k, charge) not in confluent_cache:
        def sample(t):
            return np.array([complex(mp.hyp1f1(1j * eta, 1, -1j * half * (s + 1)))
                             for s in t])
        confluent_cache[k, charge] = cheb.chebinterpolate(sample, 90)
    cosg = dirs @ n
    u = k * r[None, :] * (1 + cosg[:, None])
    wave = cheb.chebval(u / half - 1, confluent_cache[k, charge])
    wave = wave * np.exp(1j * k * r[None, :] * cosg[:, None])
    factor = np.exp(-np.pi * eta / 2 + loggamma(1 - 1j * eta)) / (2 * np.pi)**1.5
    return np.conj(factor * wave)


def ordered_integral(w1, w2):
    """<w1(electron 1) w2(electron 2)| r1 + r2 |ground>, all three components."""
    r = he["r"]
    rs = r * he["sw"]
    a, b = wdir[:, None] * w1, wdir[:, None] * w2
    total = np.zeros(3, complex)
    for l, kernel in enumerate(legendre_kernel):
        weight = np.sqrt(2 * l + 1) / (4 * np.pi) * he["c"][l] * np.outer(rs, rs)
        right, left = kernel @ b, kernel @ a
        for q in range(3):
            dq = dirs[:, q][:, None]
            first = (a * dq).T @ right * r[:, None]
            second = left.T @ (b * dq) * r[None, :]
            total[q] += np.sum(weight * (first + second))
    return total


def direct_amplitude(k1, n1, k2, n2, charge=2.0):
    w1, w2 = conjugate_wave(k1, n1, charge), conjugate_wave(k2, n2, charge)
    return (ordered_integral(w1, w2) + ordered_integral(w2, w1)) / np.sqrt(2)


slow_ev, fast_ev, equal_ev = 5.0, 35.0, 20.0
ks, kf, ke = [np.sqrt(2 * e / ev) for e in (slow_ev, fast_ev, equal_ev)]
n1 = np.array([0.6, 0.0, 0.8])
n2 = np.array([-0.3, 0.8, 0.4])
n2 = n2 / np.linalg.norm(n2)
x12 = n1 @ n2
normal = np.cross(n1, n2)

fs, ff, fe = [radial_waves(k, he) for k in (ks, kf, ke)]
unequal = partial_amplitudes(ks, kf, he, fs, ff)
equal = partial_amplitudes(ke, ke, he, fe, fe)
ag, au = even_odd(unequal, x12)
formula = ag * (n1 + n2) + au * (n1 - n2)
direct = direct_amplitude(ks, n1, kf, n2)
size = np.linalg.norm(direct)
quad_error = np.linalg.norm(direct - formula) / size
assert quad_error < 1e-6
assert abs(direct @ normal) / size < 1e-7

# exchange symmetry, read off from direct amplitudes alone
swapped = direct_amplitude(kf, n1, ks, n2)
plane = np.stack([n1 + n2, n1 - n2], axis=1).astype(complex)
g1, u1 = np.linalg.lstsq(plane, direct, rcond=None)[0]
g2, u2 = np.linalg.lstsq(plane, swapped, rcond=None)[0]
assert abs(g1 - g2) < 1e-6 * size and abs(u1 + u2) < 1e-6 * size
assert abs(u1) > 1e-3 * size

# circular dichroism from direct amplitudes against the closed formula
plus, minus = circular(direct)
assert abs(plus - minus - 4 * (np.conj(ag) * au).imag * normal[2]) < 1e-6 * size**2
plus_s, minus_s = circular(swapped)
assert abs((plus - minus) + (plus_s - minus_s)) < 1e-6 * size**2
cd_unequal = asymmetry(direct)
assert abs(cd_unequal) > 0.01

# equal energies: no dichroism, and a node for back-to-back emission
same = direct_amplitude(ke, n1, ke, n2)
cd_equal = asymmetry(same)
assert abs(cd_equal) < 1e-7
back = direct_amplitude(ke, n1, ke, -n1)
node_ratio = np.linalg.norm(back) / np.linalg.norm(same)
assert node_ratio < 1e-7

# control 1: distinguishable particles in fields of charge 2 and charge 1
cd_distinct = asymmetry(ordered_integral(conjugate_wave(ke, n1, 2.0),
                                         conjugate_wave(ke, n2, 1.0)))
assert abs(cd_distinct) > 0.01
# control 2: plane waves, unequal energies, hence one common phase
cd_plane = asymmetry(direct_amplitude(ks, n1, kf, n2, 0.0))
assert abs(cd_plane) < 1e-7

# ---------- continuum normalization: completeness in a repulsive field
kq, wq = leggauss(30)
kq, wq = 0.1 + 5.9 * (kq + 1) / 2, wq * 5.9 / 2
test_orbital = 2 * he["r"] * np.exp(-he["r"])
closure = sum(w * 2 / np.pi * np.sum(he["sw"]**2 * test_orbital
              * coulomb_f(0, k, -1.0, he["r"]))**2 for k, w in zip(kq, wq))
assert abs(closure - 1) < 2e-3   # momentum integral is cut at 6 per bohr

# ---------- photon prefactor: He+ transition sum against classical absorption
r, sw, lap = he["r"], he["sw"], he["lap"]
e0, v0 = np.linalg.eigh(lap / 2 - np.diag(2 / r))
e1, v1 = np.linalg.eigh(lap / 2 + np.diag(1 / r**2 - 2 / r))
strength = np.sum((e1 - e0[0]) * (v1.T @ (r * v0[:, 0]))**2) / 3
quantum_area = 4 * np.pi**2 * sc.alpha * strength * bohr**2 * hartree
classical_area = np.pi * sc.e**2 * sc.hbar / (2 * sc.epsilon_0 * sc.m_e * sc.c)
assert abs(quantum_area / classical_area - 1) < 2e-3


def cross_section(square, k1, k2, photon):
    """Barn per eV per steradian squared; square is |eps.M|^2 in bohr^8."""
    si = (4 * np.pi**2 * sc.alpha * photon * hartree * sc.m_e**2 / sc.hbar**4
          * k1 * k2 / bohr**2 * square * bohr**8)
    return si * 1e28 * sc.e


def perpendicular_plane(parts, degrees):
    t = np.radians(degrees)
    a, b = np.array([1.0, 0, 0]), np.array([np.cos(t), np.sin(t), 0])
    g, u = even_odd(parts, np.cos(t))
    return g, u, g * (a + b) + u * (a - b)


photon = (slow_ev + fast_ev) / ev - he["energy"]

# ---------- sensitivity to the initial-state basis
small = helium_ground(26, 12.0, 3)
small_parts = partial_amplitudes(ks, kf, small, radial_waves(ks, small),
                                 radial_waves(kf, small))
m_big = perpendicular_plane(unequal, 90)[2]
m_small = perpendicular_plane(small_parts, 90)[2]
photon_small = (slow_ev + fast_ev) / ev - small["energy"]
change_sigma = (photon_small * sum(circular(m_small))
                / (photon * sum(circular(m_big))) - 1)
change_cd = asymmetry(m_small) - asymmetry(m_big)
assert abs(change_sigma) < 0.05 and abs(change_cd) < 0.02

# ---------- output
print(f"He energy, grid CI, l<=4: {he['energy']*ev:.3f} eV")
print(f"He energy, full CI cc-pVQZ: {e_fci*ev:.3f} eV")
print(f"photon energy: {photon*ev:.2f} eV")
for name, e, k in (("slow", slow_ev, ks), ("fast", fast_ev, kf),
                   ("equal", equal_ev, ke)):
    print(f"{name}: E = {e:.1f} eV, k = {k/bohr*1e-10:.4f} 1e10/m, "
          f"eta = {-2/k:.4f}")
for name, k in (("slow", ks), ("fast", kf)):
    print(f"Coulomb phase l=1 minus l=0, {name}: "
          f"{coulomb_phase(1, k)-coulomb_phase(0, k):.4f} rad")
scale = bohr**4 * 1e42
print("partial amplitudes for 5+35 eV, unit 1e-42 m^4:")
for l in range(3):
    print(f" l={l}: |c(l+1,l)| = {abs(unequal[0][l])*scale:.5f}, "
          f"|c(l,l+1)| = {abs(unequal[1][l])*scale:.5f}")
g90, u90, _ = perpendicular_plane(unequal, 90)
print("at mutual angle 90 deg, 5+35 eV, unit 1e-42 m^4:")
print(f" a_g = {g90.real*scale:.5f} {g90.imag*scale:+.5f} i")
print(f" a_u = {u90.real*scale:.5f} {u90.imag*scale:+.5f} i")
print("perpendicular plane; sigma+ and sigma- in b/(eV sr^2)")
for label, parts, ka, kb in (("5+35 eV", unequal, ks, kf),
                             ("20+20 eV", equal, ke, ke)):
    print(f"{label}: angle/deg, sigma+, sigma-, asymmetry")
    for deg in (30, 60, 90, 120, 150):
        m = perpendicular_plane(parts, deg)[2]
        sp, sm = [cross_section(s, ka, kb, photon) for s in circular(m)]
        print(f" {deg:3d} {sp:.5f} {sm:.5f} {asymmetry(m):+.5f}")
print("general directions, six-dimensional quadrature:")
print(f" n1.n2 = {x12:.4f}, z.(n1 x n2) = {normal[2]:.4f}")
print(f" relative difference from formula: {quad_error:.1e}")
print(f" asymmetry 5+35 eV: {cd_unequal:+.5f}")
print(f" asymmetry 35+5 eV: {asymmetry(swapped):+.5f}")
print(f" |asymmetry| 20+20 eV: {abs(cd_equal):.1e}")
print(f" back-to-back |M| ratio, 20+20 eV: {node_ratio:.1e}")
print(f" distinguishable, charges 2 and 1, 20+20 eV: {cd_distinct:+.5f}")
print(f" |asymmetry| plane waves 5+35 eV: {abs(cd_plane):.1e}")
print(f"continuum completeness sum: {closure:.5f}")
print(f"quantum/classical absorption: {quantum_area/classical_area:.5f}")
print("smaller basis (l<=3), 90 deg, 5+35 eV:")
print(f" relative change of sigma+ + sigma-: {change_sigma:+.5f}")
print(f" change of asymmetry: {change_cd:+.5f}")
print("done: every assertion held")
```

Output:

```
He energy, grid CI, l<=4: -79.008 eV
He energy, full CI cc-pVQZ: -78.979 eV
photon energy: 119.01 eV
slow: E = 5.0 eV, k = 1.1456 1e10/m, eta = -3.2992
fast: E = 35.0 eV, k = 3.0309 1e10/m, eta = -1.2470
equal: E = 20.0 eV, k = 2.2912 1e10/m, eta = -1.6496
Coulomb phase l=1 minus l=0, slow: -1.2765 rad
Coulomb phase l=1 minus l=0, fast: -0.8949 rad
partial amplitudes for 5+35 eV, unit 1e-42 m^4:
 l=0: |c(l+1,l)| = 0.00468, |c(l,l+1)| = 0.01518
 l=1: |c(l+1,l)| = 0.00634, |c(l,l+1)| = 0.01218
 l=2: |c(l+1,l)| = 0.00124, |c(l,l+1)| = 0.00280
at mutual angle 90 deg, 5+35 eV, unit 1e-42 m^4:
 a_g = -0.00347 +0.01320 i
 a_u = 0.00761 +0.00157 i
perpendicular plane; sigma+ and sigma- in b/(eV sr^2)
5+35 eV: angle/deg, sigma+, sigma-, asymmetry
  30 9.46246 16.33340 -0.26636
  60 2.70924 11.33127 -0.61408
  90 0.71533 9.39947 -0.85856
 120 0.88773 11.19918 -0.85311
 150 0.11731 8.47160 -0.97268
20+20 eV: angle/deg, sigma+, sigma-, asymmetry
  30 9.57086 9.57086 -0.00000
  60 5.05732 5.05732 +0.00000
  90 4.25027 4.25027 -0.00000
 120 6.26825 6.26825 -0.00000
 150 3.80934 3.80934 +0.00000
general directions, six-dimensional quadrature:
 n1.n2 = 0.1484, z.(n1 x n2) = 0.5088
 relative difference from formula: 2.0e-11
 asymmetry 5+35 eV: -0.83394
 asymmetry 35+5 eV: +0.96023
 |asymmetry| 20+20 eV: 7.1e-14
 back-to-back |M| ratio, 20+20 eV: 1.2e-15
 distinguishable, charges 2 and 1, 20+20 eV: -0.30197
 |asymmetry| plane waves 5+35 eV: 1.7e-16
continuum completeness sum: 0.99866
quantum/classical absorption: 1.00000
smaller basis (l<=3), 90 deg, 5+35 eV:
 relative change of sigma+ + sigma-: -0.00664
 change of asymmetry: -0.00196
done: every assertion held
```
